**Spin exchange and the Coulomb terms of a p shell**

The program tests Dirac's identity \(P^s=(1+4\,\mathbf s_1\cdot\mathbf s_2/\hbar^2)/2\) and the resulting term energies of \(p^N\), in which \(L\) and \(S\) are the total orbital and spin quantum numbers, \(F_0=F^0\), \(F_2=F^2/25\), and \(F^k\) are Slater integrals. It asserts that the exchange operators, built as permutations, agree with their angular momentum forms, and that the quadrupole interaction from angular quadrature agrees with its operator equivalent. It also asserts that the spin form of the pair interaction holds on antisymmetric states and fails on symmetric ones. For \(N=0\) to 6, the energy formula is compared with the Coulomb operator in the full Fock space of the p shell, using nitrogen 2p orbitals. The nitrogen gaps above \(^4S\), 2.898 eV for \(^2D\) and 4.830 eV for \(^2P\), are asserted to agree with a separate configuration-interaction calculation restricted to the 2p shell. The output also shows that the quadrupole energies of the \(d^2\) singlets are not linear in \(L(L+1)\).

## Check in Python

```python
"""Dirac's exchange identity and the term energies of p^N.

Results under test (angular momenta in units of hbar):
  spin exchange of two electrons   P_spin = (1 + 4 s1.s2)/2
  energy of a term of p^N, apart from a constant common to all terms,
  E = N(N-1)/2 F0 + F2 [10 N - 5 N^2/2 - 3/2 L(L+1) - 6 S(S+1)]
F0 = F^0 and F2 = F^2/25, where F^k are the Slater integrals of the shell
(with e^2 included).  X = l1.l2 and Y = s1.s2 are pair operators.
Numerical energies are in hartree unless another unit is printed.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.special import eval_legendre, factorial, lpmv
from pyscf import ao2mo, gto, mcscf, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def angular_momentum(j):
    """Matrices of jx, jy, jz in the basis m = j, j-1, ..., -j."""
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j,
            np.diag(m).astype(complex)]


def swap(n):
    """Permutation matrix |a b> -> |b a> for two n-state particles."""
    matrix = np.zeros((n * n, n * n))
    for a in range(n):
        for b in range(n):
            matrix[b * n + a, a * n + b] = 1
    return matrix


def pair_dot(vectors):
    return sum(np.kron(v, v) for v in vectors)


# ---- exchange operators from their definition as permutations ----
spin = angular_momentum(0.5)
orb = angular_momentum(1)
Y = pair_dot(spin)
X = pair_dot(orb)
assert np.allclose(swap(2), (np.eye(4) + 4 * Y) / 2, atol=1e-12)
assert np.allclose(swap(3), X @ X + X - np.eye(9), atol=1e-12)
print("s1.s2 eigenvalues (hbar^2):", np.round(np.linalg.eigvalsh(Y), 4))
print("spin exchange eigenvalues:", np.round(np.linalg.eigvalsh(swap(2)), 4))

# ---- angular quadrature on the sphere ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
n_phi = 16
phi_nodes = 2 * np.pi * np.arange(n_phi) / n_phi
cos_t = np.repeat(cos_nodes, n_phi)
phi = np.tile(phi_nodes, len(cos_nodes))
weights = np.repeat(cos_weights, n_phi) * 2 * np.pi / n_phi
sin_t = np.sqrt(1 - cos_t**2)
normal = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])


def harmonics(l):
    """Spherical harmonics on the grid, ordered m = l, ..., -l."""
    rows = []
    for m in range(l, -l - 1, -1):
        k = abs(m)
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                       * factorial(l - k) / factorial(l + k))
        value = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
        rows.append(value if m >= 0 else (-1)**k * value.conj())
    return np.array(rows)


def multipole_matrix(l, k):
    """Matrix of P_k(n1.n2) between products of two l-shell functions."""
    y = harmonics(l)
    dim = 2 * l + 1
    density = (y.conj()[:, None, :] * y[None, :, :] * weights)
    density = density.reshape(dim * dim, -1)
    kernel = eval_legendre(k, normal.T @ normal)
    m = (density @ kernel @ density.T).reshape(dim, dim, dim, dim)
    return m.transpose(0, 2, 1, 3).reshape(dim * dim, dim * dim)


for k in (1, 3, 4):
    assert np.allclose(multipole_matrix(1, k), 0, atol=1e-11)
assert np.allclose(multipole_matrix(1, 0), np.eye(9), atol=1e-11)

# quadrupole tensor of one p electron against its angular momentum form
yp = harmonics(1)
for i in range(3):
    for j in range(3):
        delta = float(i == j)
        direct = (yp.conj() * weights
                  * (normal[i] * normal[j] - delta / 3)) @ yp.T
        symmetric = orb[i] @ orb[j] + orb[j] @ orb[i]
        assert np.allclose(direct, (4 * delta / 3 * np.eye(3) - symmetric) / 5,
                           atol=1e-11)

quad = 25 * multipole_matrix(1, 2)
assert np.allclose(quad, 6 * X @ X + 3 * X - 8 * np.eye(9), atol=1e-10)
x_values, x_vectors = np.linalg.eigh(X)
for L in range(3):
    block = x_vectors[:, np.isclose(x_values, (L * (L + 1) - 4) / 2)]
    value = np.trace(block.conj().T @ quad @ block).real / block.shape[1]
    print(f"p pair L={L}: l1.l2={(L*(L+1)-4)/2:+.0f} hbar^2, 25<P2>={value:+.4f}")

# ---- spin form of the pair interaction: valid on antisymmetric states ----
exchange = np.kron(swap(3), swap(2))
antisym = (np.eye(36) - exchange) / 2
sym = (np.eye(36) + exchange) / 2
spin_form = (-5 * np.eye(36) - 3 * np.kron(X, np.eye(4))
             - 12 * np.kron(np.eye(9), Y))
mismatch = np.kron(quad, np.eye(4)) - spin_form
assert np.allclose(mismatch @ antisym, 0, atol=1e-10)
outside = np.linalg.norm(mismatch @ sym, 2)
assert outside > 1
print(f"Error of spin form, antisymmetric states (F2): "
      f"{np.linalg.norm(mismatch @ antisym, 2):.1e}")
print(f"Error of spin form, symmetric states (F2): {outside:.4f}")

# ---- nitrogen atom: 2p orbitals of the quartet ground term ----
mol = gto.M(atom="N 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
mf.kernel()
assert mf.converged
p_orbitals = mf.mo_coeff[:, np.isclose(mf.mo_occ, 1)]
assert p_orbitals.shape[1] == 3

# Slater integrals by radial quadrature of the 2p density, r = r_max t^2
r_max = 15.0
t = np.linspace(1e-3, 1, 4001)
r = r_max * t**2
jacobian = 2 * r_max * t
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
values = mol.eval_gto("GTOval_sph", np.outer(r, direction)) @ p_orbitals
radial_density = 4 * np.pi / 3 * (values**2).sum(axis=1) * r**2
norm = CubicSpline(t, radial_density * jacobian).integrate(t[0], 1)
assert abs(norm - 1) < 1e-7


def slater_integral(k):
    inner = CubicSpline(t, radial_density * r**k * jacobian).antiderivative()(t)
    outer = radial_density / r**(k + 1) * inner * jacobian
    return 2 * float(CubicSpline(t, outer).integrate(t[0], 1))


F0 = slater_integral(0)
F2 = slater_integral(2) / 25
print(f"N atom ROHF/cc-pVTZ energy (hartree): {mf.e_tot:.6f}")
print(f"F^0(2p,2p) (hartree): {F0:.6f}")
print(f"F^2(2p,2p) (hartree): {25*F2:.6f}")
print(f"F2 = F^2/25 (hartree): {F2:.6f}")
print(f"F2 (eV): {F2*HARTREE_EV:.4f}")

# ---- Coulomb operator in the full Fock space of the p shell ----
annihilate = []
for mode in range(6):
    op = np.eye(1)
    for site in range(6):
        if site < mode:
            factor = np.diag([1.0, -1.0])
        elif site == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)


def transfer(a, s, b, u):
    """Moves an electron from orbital b, spin u to orbital a, spin s."""
    return annihilate[2 * a + s].T @ annihilate[2 * b + u]


E = [[transfer(a, 0, b, 0) + transfer(a, 1, b, 1) for b in range(3)]
     for a in range(3)]
eri = ao2mo.restore(1, ao2mo.kernel(mol, p_orbitals), 3)
V = np.zeros((64, 64))
for a in range(3):
    for b in range(3):
        for c in range(3):
            for d in range(3):
                V += eri[a, b, c, d] / 2 * (E[a][b] @ E[c][d]
                                            - (b == c) * E[a][d])

L_squared = np.zeros((64, 64), complex)
for a, b in ((0, 1), (1, 2), (2, 0)):
    component = -1j * (E[a][b] - E[b][a])
    L_squared += component @ component
S_squared = np.zeros((64, 64), complex)
for matrix in spin:
    component = sum(matrix[s, u] * transfer(a, s, a, u)
                    for a in range(3) for s in range(2) for u in range(2))
    S_squared += component @ component
number = E[0][0] + E[1][1] + E[2][2]


def term_energy(n, L, S):
    return (n * (n - 1) / 2 * F0
            + F2 * (10 * n - 2.5 * n**2 - 1.5 * L * (L + 1) - 6 * S * (S + 1)))


electron_count = np.rint(np.diag(number)).astype(int)
coefficients = {}
for n in range(7):
    index = np.where(electron_count == n)[0]
    sector = np.ix_(index, index)
    v, l2, s2 = V[sector], L_squared[sector], S_squared[sector]
    _, vectors = np.linalg.eigh(l2 + 0.37 * s2)
    found = {}
    for state in vectors.T:
        l_value = np.vdot(state, l2 @ state).real
        s_value = np.vdot(state, s2 @ state).real
        energy = np.vdot(state, v @ state).real
        L = int(round((np.sqrt(1 + 4 * abs(l_value)) - 1) / 2))
        S = round(np.sqrt(1 + 4 * abs(s_value)) - 1) / 2
        assert abs(l_value - L * (L + 1)) < 1e-8
        assert abs(s_value - S * (S + 1)) < 1e-8
        assert np.linalg.norm(v @ state - energy * state) < 1e-6
        assert abs(energy - term_energy(n, L, S)) < 2e-6
        found.setdefault((S, L), []).append(energy)
    for (S, L), energies in sorted(found.items(), key=lambda x: min(x[1])):
        assert len(energies) == round((2 * L + 1) * (2 * S + 1))
        coefficient = (np.mean(energies) - n * (n - 1) / 2 * F0) / F2
        coefficients[n, L, S] = coefficient
        print(f"p^{n} {round(2*S+1)}{'SPD'[L]}: states={len(energies)}, "
              f"(E - N(N-1)F0/2)/F2 = {coefficient + 0.0:.3f}")
    # Hund: largest S first, then largest L, has the lowest energy
    lowest = min(found, key=lambda key: min(found[key]))
    assert lowest == max(found)

# ---- nitrogen term gaps: formula against an independent CI calculation ----
ci = mcscf.CASCI(mf, 3, (2, 1))
ci.verbose = 0
ci.canonicalization = False
ci.fcisolver.nroots = 9
ci_energies = np.sort(np.asarray(ci.kernel()[0]))
assert len(ci_energies) == 9
assert abs(ci_energies[0] - mf.e_tot) < 1e-7
gap_D = term_energy(3, 2, 0.5) - term_energy(3, 0, 1.5)
gap_P = term_energy(3, 1, 0.5) - term_energy(3, 0, 1.5)
ci_gaps = ci_energies - ci_energies[0]
assert np.allclose(ci_gaps[1:6], gap_D, atol=2e-6)
assert np.allclose(ci_gaps[6:9], gap_P, atol=2e-6)
spin_part = -6 * F2 * (0.5 * 1.5 - 1.5 * 2.5)
orbital_part = -1.5 * F2 * (2 * 3 - 0)
print(f"N 2D-4S gap, formula (hartree): {gap_D:.6f}")
print(f"N 2D-4S gap, CI in 2p shell (hartree): {ci_gaps[1:6].mean():.6f}")
print(f"N 2P-4S gap, formula (hartree): {gap_P:.6f}")
print(f"N 2P-4S gap, CI in 2p shell (hartree): {ci_gaps[6:9].mean():.6f}")
print(f"N 2D-4S gap (eV): {gap_D*HARTREE_EV:.3f}")
print(f"N 2P-4S gap (eV): {gap_P*HARTREE_EV:.3f}")
print(f"Spin part of 2D-4S gap (eV): {spin_part*HARTREE_EV:+.3f}")
print(f"Orbital part of 2D-4S gap (eV): {orbital_part*HARTREE_EV:+.3f}")
ratio = (ci_gaps[6:9].mean() - ci_gaps[1:6].mean()) / ci_gaps[1:6].mean()
assert abs(ratio - 2 / 3) < 1e-4
print(f"Gap ratio (2P-2D)/(2D-4S) from CI: {ratio:.4f}")

# ---- d electrons: singlet energies are not linear in L(L+1) ----
d_dot = pair_dot(angular_momentum(2))
d_quad = 49 * multipole_matrix(2, 2)
d_values, d_vectors = np.linalg.eigh(d_dot)
singlets = {}
for L in (0, 2, 4):
    block = d_vectors[:, np.isclose(d_values, (L * (L + 1) - 12) / 2)]
    assert block.shape[1] == 2 * L + 1
    assert np.allclose(swap(5) @ block, block, atol=1e-9)
    singlets[L] = np.trace(block.conj().T @ d_quad @ block).real / (2 * L + 1)
    assert np.allclose(d_quad @ block, singlets[L] * block, atol=1e-9)
    print(f"d^2 singlet L={L}: 49<P2> = {singlets[L]:+.4f}")
slope_low = (singlets[2] - singlets[0]) / 6
slope_high = (singlets[4] - singlets[2]) / 14
assert abs(slope_low - slope_high) > 0.1
print(f"d^2 slope of 49<P2> in L(L+1), L=0 to 2: {slope_low:+.4f}")
print(f"d^2 slope of 49<P2> in L(L+1), L=2 to 4: {slope_high:+.4f}")

print("tests ok")
```

Running it gives:

```
s1.s2 eigenvalues (hbar^2): [-0.75  0.25  0.25  0.25]
spin exchange eigenvalues: [-1.  1.  1.  1.]
p pair L=0: l1.l2=-2 hbar^2, 25<P2>=+10.0000
p pair L=1: l1.l2=-1 hbar^2, 25<P2>=-5.0000
p pair L=2: l1.l2=+1 hbar^2, 25<P2>=+1.0000
Error of spin form, antisymmetric states (F2): 7.6e-15
Error of spin form, symmetric states (F2): 12.0000
N atom ROHF/cc-pVTZ energy (hartree): -54.397358
F^0(2p,2p) (hartree): 0.656945
F^2(2p,2p) (hartree): 0.295849
F2 = F^2/25 (hartree): 0.011834
F2 (eV): 0.3220
p^0 1S: states=1, (E - N(N-1)F0/2)/F2 = 0.000
p^1 2P: states=6, (E - N(N-1)F0/2)/F2 = 0.000
p^2 3P: states=9, (E - N(N-1)F0/2)/F2 = -5.000
p^2 1D: states=5, (E - N(N-1)F0/2)/F2 = 1.000
p^2 1S: states=1, (E - N(N-1)F0/2)/F2 = 10.000
p^3 4S: states=4, (E - N(N-1)F0/2)/F2 = -15.000
p^3 2D: states=10, (E - N(N-1)F0/2)/F2 = -6.000
p^3 2P: states=6, (E - N(N-1)F0/2)/F2 = -0.000
p^4 3P: states=9, (E - N(N-1)F0/2)/F2 = -15.000
p^4 1D: states=5, (E - N(N-1)F0/2)/F2 = -9.000
p^4 1S: states=1, (E - N(N-1)F0/2)/F2 = -0.000
p^5 2P: states=6, (E - N(N-1)F0/2)/F2 = -20.000
p^6 1S: states=1, (E - N(N-1)F0/2)/F2 = -30.000
N 2D-4S gap, formula (hartree): 0.106506
N 2D-4S gap, CI in 2p shell (hartree): 0.106506
N 2P-4S gap, formula (hartree): 0.177509
N 2P-4S gap, CI in 2p shell (hartree): 0.177509
N 2D-4S gap (eV): 2.898
N 2P-4S gap (eV): 4.830
Spin part of 2D-4S gap (eV): +5.796
Orbital part of 2D-4S gap (eV): -2.898
Gap ratio (2P-2D)/(2D-4S) from CI: 0.6667
d^2 singlet L=0: 49<P2> = +14.0000
d^2 singlet L=2: 49<P2> = -3.0000
d^2 singlet L=4: 49<P2> = +4.0000
d^2 slope of 49<P2> in L(L+1), L=0 to 2: -2.8333
d^2 slope of 49<P2> in L(L+1), L=2 to 4: +0.5000
tests ok
```
